# Solving the Usadel Equation for the Minigap of a Long Junction

A calculation of subgap conductance or thermal excitation in a superconductor–normal–superconductor junction needs an energy window, an energy step and a broadening. The contact gap \(\Delta\) alone is a poor guide to the step and the broadening when the normal region is long and diffusive. In the InAs example below, \(\Delta=1.4\) meV, but the density of states in the normal region opens at about 20 µeV. A broadening that is harmless beside \(\Delta\) can fill this smaller gap, so the gap is best found before the spectrum is computed.

## Equation and conventions

The normal region has length \(L\) and diffusion constant \(D\), and everything varies along one coordinate. The phase difference between the contacts is zero. The interfaces are fully transparent, and the contacts keep their bulk state up to the interface. Pair breaking and inelastic scattering are absent, and the mean free path is much shorter than \(L\). Energy \(E\) is measured from the Fermi level. Define

\[
E_{\rm Th}=\frac{\hbar D}{L^2},\qquad \epsilon=\frac{E}{E_{\rm Th}},
\]

with \(L\) the full contact-to-contact length.

The retarded matrix Green function obeys

\[
\hbar D\,\partial(g\,\partial g)+iE[\tau_3,g]=0,\qquad g^2=1 .
\]

At zero phase, write \(g=\cos\theta\,\tau_3+\sin\theta\,\tau_1\). The terms proportional to the unit matrix cancel in

\[
g\,\partial g=\theta'(\cos^2\theta\,\tau_3\tau_1-\sin^2\theta\,\tau_1\tau_3)
=\theta'\tau_3\tau_1=i\theta'\tau_2,
\]

because \(\tau_1\tau_3=-\tau_3\tau_1\). The commutator is \([\tau_3,g]=2i\sin\theta\,\tau_2\). Removing the common factor \(i\tau_2\) gives

\[
\hbar D\,\theta''+2iE\sin\theta=0 .
\]

The density of states, relative to the normal metal, is \(\mathrm{Re}\cos\theta\). In a contact \(g\) commutes with \(E\tau_3+i\Delta\tau_1\), so \(\tan\theta_S=i\Delta/E\).

From here \(x\) is measured in units of \(L\), with contacts at \(\pm1/2\). Put \(\theta=\pi/2+i\psi\). Then \(\sin\theta=\cosh\psi\) and \(\cos\theta=-i\sinh\psi\), so

\[
\psi''+2\epsilon\cosh\psi=0,\qquad
\psi(\pm\tfrac12)=\psi_b=\operatorname{artanh}\frac{E}{\Delta}.
\]

The boundary value follows from \(\tan(\pi/2+i\psi)=i\coth\psi\). The density of states is \(\mathrm{Im}\sinh\psi\), which vanishes wherever \(\psi\) is real. The minigap is therefore the energy at which the physical real solution ceases to exist.

## Why the real solution ends

Take \(\Delta/E_{\rm Th}\to\infty\), so \(\psi_b=0\). For \(\epsilon>0\) a real profile is concave and symmetric, with maximum \(m=\psi(0)\). Multiplying the equation by \(\psi'\) and integrating from the midpoint gives

\[
\tfrac12\psi'^2+2\epsilon\sinh\psi=2\epsilon\sinh m .
\]

Hence \(|\psi'|=2\sqrt{\epsilon}\sqrt{\sinh m-\sinh\psi}\). Integrating \(dx=d\psi/|\psi'|\) over half the junction, whose length is \(1/2\), yields

\[
\sqrt\epsilon=I(m)=\int_0^m\frac{d\psi}{\sqrt{\sinh m-\sinh\psi}} .
\]

For small \(m\) the root is approximately \(\sqrt{m-\psi}\), so \(I\simeq2\sqrt m\). For large \(m\), setting \(s=m-\psi\) gives

\[
I\simeq\sqrt2\,e^{-m/2}\int_0^m\frac{ds}{\sqrt{1-e^{-s}}}
\simeq\sqrt2\,e^{-m/2}(m+2\ln2).
\]

The integral vanishes at both ends and so has a maximum between them. Numerically it lies at \(m_*=1.421\), and

\[
\epsilon_g=I(m_*)^2=3.1216,\qquad
E_g\to3.12\,\frac{\hbar D}{L^2}.
\]

In terms of the half-length \(a=L/2\) the same gap is \(0.78\,\hbar D/a^2\); mixing the two definitions costs a factor of four.

Below the maximum there are two real profiles. At \(\epsilon=2\) their midpoint values are 0.558 and 2.867; at \(\epsilon=3\) they are 1.111 and 1.783. The physical one connects to \(\psi=0\) at zero energy, which is the smaller root. The retarded solver described next reproduced the smaller root at \(\epsilon=1,2,3\).

## Scheme A: the retarded spectrum

A Newton iteration started from real \(\psi\) at a real energy above the gap cannot succeed. Every iterate stays real, while the physical solution is complex. The remedy is to start on the imaginary axis. With \(E=i\omega\) and \(w=\omega/E_{\rm Th}>0\), the equation is \(\theta''=2w\sin\theta\), with a real boundary value between 0 and \(\pi/2\). If \(\theta_1,\theta_2\) are two solutions in that range and \(d=\theta_1-\theta_2\), multiplication by \(d\) and integration by parts give

\[
\int d'^2\,dx+2w\int d(\sin\theta_1-\sin\theta_2)\,dx=0 .
\]

Both terms are non-negative, so \(d=0\) and the starting solution is unique in that range. It is then followed through the upper half of the energy plane, where the retarded function is analytic.

Use nodes \(x_j=t_j/2\), \(t_j=\cos(\pi j/N)\), with \(N\) even so that the midpoint is a node. For \(i\ne j\) the derivative matrix is

\[
D_{ij}=2\,\frac{c_i}{c_j}\frac{(-1)^{i+j}}{t_i-t_j},\qquad
c_0=c_N=2,
\]

with the other \(c_j=1\). Each diagonal entry is minus the sum of the rest of its row, so constants have zero derivative.

```
RETARDED(target energy e, E_Th/Delta = u)
  theta = pi/2 at all nodes
  path: 0 -> 5i -> 5i + Re(e) -> down to e
        (last leg: height multiplied by 0.7 per step until it falls below max(Im e, 1e-5), then e itself)
  for z in path:
    repeat
      R = D*D*theta + 2i*z*sin(theta)
      J = D*D + diag(2i*z*cos(theta))
      edge rows: R = theta - pi/2 - i*artanh(z*u)
                 J = identity row
      solve J*step = -R;  theta = theta + step
    until max|step| < 1e-8
  return Re cos(theta)
```

Each point on the path starts from the previous solution. This listing was used for energies below \(\Delta\).

## Scheme B: the gap as a fold

Scanning a spectrum for its threshold is indirect. At the maximum of \(I(m)\) two real solutions merge, so the linearized equation has a non-zero solution \(\phi\) that vanishes at the contacts. With \(F=\psi''+2\epsilon\cosh\psi\), solve simultaneously

\[
F(\psi,\epsilon)=0,\qquad F_\psi\phi=0,\qquad \phi(0)=1,
\]

where \(F_\psi=\partial^2+2\epsilon\sinh\psi\). The last condition fixes the scale of \(\phi\) and excludes odd modes. The Newton matrix for the unknowns \((\psi,\phi,\epsilon)\) is

\[
\begin{pmatrix}
F_\psi&0&2\cosh\psi\\
2\epsilon\,\phi\cosh\psi&F_\psi&2\,\phi\sinh\psi\\
0&e_0^T&0
\end{pmatrix},
\]

where \(e_0\) selects the midpoint and the functions in the first column of the second row act as diagonal matrices. For \(\psi_b=0\), the edge rows impose \(\psi=0\) and \(\phi=0\), and their energy derivatives vanish. At finite \(\Delta\) the edge residual is \(\psi_b(\epsilon)-\psi\), and \(d\psi_b/d\epsilon\) enters the last column.

```
MINIGAP
  psi = 1.4*cos(pi*x);  phi = cos(pi*x);  eps = 3
  repeat
    assemble F, F_psi*phi, phi(0)-1 and the matrix above
    solve for the Newton step; update psi, phi, eps
  until max|step| < 1e-8
  return eps, psi, phi
```

For finite \(\Delta\), start from the infinite-\(\Delta\) solution and reduce \(\Delta/E_{\rm Th}\) in stages.

A dense solve costs \(O(N^3)\) operations and \(O(N^2)\) storage. Scheme A has \(N+1\) complex unknowns per solve and repeats it along the path. Scheme B has \(2N+3\) real unknowns and needs no energy scan. With \(N=8\) it gives 3.12151; \(N=16\) and \(N=24\) both give 3.12161914. Direct quadrature of \(I(m)\), which uses no spatial grid, agrees with the \(N=40\) result within \(10^{-7}\).

## The spectrum just above the gap

The null mode also supplies the edge of the spectrum. Let \(\psi=\psi_*+i\kappa\phi+\chi\) and \(\epsilon=\epsilon_g+\delta\epsilon\), where \(\chi\) is of order \(\kappa^2\). At that order

\[
F_\psi\chi+2\,\delta\epsilon\cosh\psi_*-\epsilon_g\kappa^2\phi^2\cosh\psi_*=0 .
\]

The minus sign comes from \((i\kappa\phi)^2\). Multiply by \(\phi\) and integrate. The first term drops out because \(F_\psi\) is self-adjoint, \(F_\psi\phi=0\), and both \(\phi\) and \(\chi\) vanish at the contacts when \(\Delta\to\infty\). With \(J_n=\int\phi^n\cosh\psi_*\,dx\),

\[
\kappa^2=2\left(\frac{\epsilon}{\epsilon_g}-1\right)\frac{J_1}{J_3}.
\]

The values are \(J_1=1.095\) and \(J_3=0.776\). Since \(\mathrm{Im}\sinh\psi\simeq\kappa\phi\cosh\psi_*\), the leading densities of states are

\[
\nu_{\rm mid}=3.68\sqrt{\frac{E}{E_g}-1},\qquad
\nu_{\rm av}=1.84\sqrt{\frac{E}{E_g}-1}.
\]

The factor of two between them has a simple origin. Varying the first integral along \(\phi\) gives

\[
\psi_*'\phi'+2\epsilon_g\phi\cosh\psi_*=2\epsilon_g\cosh m_* .
\]

Integrate over the junction. By parts, \(\int\psi_*'\phi'dx=-\int\psi_*''\phi\,dx=2\epsilon_gJ_1\), so \(4\epsilon_gJ_1=2\epsilon_g\cosh m_*\) and \(J_1=\tfrac12\cosh m_*\). At \(E=1.001E_g\) scheme A agrees with both amplitudes within 1%.

The square root shows why broadening is a poor way to locate the gap. At \(\epsilon=\epsilon_g+i\eta\), where \(\eta\) is the broadening divided by \(E_{\rm Th}\), the leading midpoint density is

\[
\nu_{\rm mid}\simeq3.68\,\mathrm{Re}\sqrt{\frac{i\eta}{\epsilon_g}}
=3.68\sqrt{\frac{\eta}{2\epsilon_g}} .
\]

For \(\eta=0.01\) this estimate is already 0.15; the full equation gives 0.13. The Jacobian of scheme A also becomes singular at the edge: the smallest eigenvalue of its interior block is proportional to \(\kappa\), with magnitude about \(17\,|\epsilon/\epsilon_g-1|^{1/2}\), against \(\pi^2\) at zero energy. Small continuation steps are needed near the edge.

## High energy: a second check

When \(E_{\rm Th}\ll E\ll\Delta\), the two contacts act separately and the contact angle is \(\pi/2\). Unless stated otherwise, the numbers in this section are for \(\Delta\to\infty\). At distance \(s\) from one of them, in units of \(L\), the equation is \(\theta''=k^2\sin\theta\) with \(k=\sqrt{-2i\epsilon}=\sqrt\epsilon\,(1-i)\). The decaying solution is

\[
\theta=4\arctan\!\left(\tan\frac{\pi}{8}\,e^{-ks}\right).
\]

It satisfies \(\theta'=-2k\sin(\theta/2)\), and one more derivative restores the equation. At \(\epsilon=100\) and the node nearest \(s=0.1\), scheme A matches the resulting \(\cos\theta\) within \(10^{-3}\). This tests the complex branch far from the fold.

The density of states missing near one contact is

\[
\mathrm{Re}\int_0^\infty(1-\cos\theta)\,ds
=\mathrm{Re}\,\frac1k\int_0^{\pi/2}\sin\frac\theta2\,d\theta
=\frac{2-\sqrt2}{2\sqrt\epsilon}.
\]

Two contacts give \(\nu_{\rm av}\simeq1-0.586/\sqrt\epsilon\). At \(\epsilon=20\) this is 0.869, against 0.879 from the full solution. The midpoint has by then nearly recovered, at 1.014, after a value of 1.479 at \(\epsilon=6\). The average remains lower because the layers beside the contacts are still depleted. At finite \(\Delta\) the contact angle is \(\pi/2+i\psi_b\) and the deficit is smaller: for \(\Delta/E_{\rm Th}=221\) the average is 0.890 at \(\epsilon=20\), and 0.980 at \(\epsilon=100\) (\(E/\Delta=0.45\)), where the formula gives 0.941.

## Finite contact gap and contact resistance

The coefficient 3.12 belongs to the limit \(\Delta\gg E_{\rm Th}\). At finite \(\Delta\) the lower limit of the first integral becomes \(\psi_b\simeq\epsilon E_{\rm Th}/\Delta\). To first order,

\[
\sqrt\epsilon\simeq I(m)-\frac{\psi_b}{\sqrt{\sinh m}} .
\]

The shift of the maximizing \(m\) contributes only at second order. Setting \(m=m_*\) and squaring gives

\[
\frac{E_g}{E_{\rm Th}}\simeq\epsilon_g\left(1-2\sqrt{\frac{\epsilon_g}{\sinh m_*}}\frac{E_{\rm Th}}{\Delta}\right)
=3.12\left(1-2.53\frac{E_{\rm Th}}{\Delta}\right).
\]

The fold solver gives 3.045 at \(\Delta/E_{\rm Th}=100\) and 2.515 at 10. The linear formula gives 2.33 at 10, so it should not be used there.

Let \(r\) be the resistance of one contact divided by that of the normal region. The boundary condition at the left contact becomes

\[
r\psi'=\sinh(\psi-\psi_b),
\]

with the sign of \(\psi'\) reversed on the right. This is the form for low channel transmission. At higher transmission \(T\) the right side is divided by \(1+\tfrac T2[\cosh(\psi-\psi_b)-1]\), which changes it only at third order in \(\psi-\psi_b\), so the small-\(r\) result below is unaffected. For small \(r\) and \(\psi_b\simeq0\), the edge value is \(r\psi'\). The profile would reach zero if extended by a length \(r\) at each end. Since the gap scales as inverse length squared,

\[
\epsilon_g(r)\simeq\frac{\epsilon_g}{(1+2r)^2}\simeq\epsilon_g(1-4r).
\]

## Example: an InAs film between niobium contacts

The rough typical parameters are electron density \(n=3\times10^{18}\) cm⁻³, mobility \(\mu=2000\) cm²/Vs, band-edge mass \(m_0=0.023\,m_e\), band gap \(E_b=0.42\) eV and \(\Delta=1.4\) meV. The film is 1500 nm long, 2000 nm wide and 200 nm thick, at 0.03 K, with contacts covering its end faces.

The nonparabolic band obeys \(E_F(1+E_F/E_b)=\hbar^2k_F^2/2m_0\), with \(k_F=(3\pi^2n)^{1/3}\). It gives \(E_F=0.217\) eV and

\[
m_F=m_0\left(1+\frac{2E_F}{E_b}\right)=0.0468\,m_e .
\]

Then \(v_F=\hbar k_F/m_F=1.10\times10^6\) m/s and \(\tau=\mu m_F/e=53.2\) fs. The mean free path is \(\ell=v_F\tau=58.7\) nm, and \(D=v_F\ell/3=216\) cm²/s. Therefore

\[
E_{\rm Th}=\frac{\hbar D}{L^2}=6.32\ \text{µeV},\qquad
E_g=3.086\,E_{\rm Th}=19.5\ \text{µeV},
\]

or 0.226 K in temperature units. Here \(\Delta/E_{\rm Th}=221\), and finite \(\Delta\) lowers the gap by about 1%. A parabolic band at the same density and mobility would roughly double both \(D\) and the gap. Among nonparabolic choices the gap is uncertain by 5–8%: adding the split-off band (0.39 eV) to the Kane dispersion gives about 20.4 µeV, and \(m_0=0.026\,m_e\) in the two-band formula gives about 18.0 µeV.

Contact resistance matters more. Assume that each contact joins the film to a metal with many more conducting channels. For channel transmission \(T\), subtracting the half of the Sharvin resistance assigned to the film side gives

\[
r=\frac{4\ell}{3L}\left(\frac1T-\frac12\right).
\]

At \(T=1\), \(r=0.026\) and the gap falls by 9%, to 17.7 µeV. At \(T=0.7\), \(r=0.049\) and it falls by 16%, to 16.3 µeV. Both gaps use the low-transmission boundary condition; its \(T\)-dependent denominator lowers them by at most 0.02 µeV. These are estimates, since other corrections of order \(\ell/L=0.04\) are not included. For instance, the exact extrapolation length for isotropic scattering, \(0.710\,\ell\) in place of \(2\ell/3\), gives \(r=0.028\) and 17.6 µeV at \(T=1\).

The rigid-contact assumption is much safer here. A small deviation \(\delta\theta\) in niobium at low energy obeys \(\hbar D_S\delta\theta''=2\Delta\,\delta\theta\), so it decays over \(\xi_S=\sqrt{\hbar D_S/2\Delta}\). Current continuity makes this equivalent to \(r=\sigma_N\xi_S/(\sigma_SL)\). With rough values \(D_S=10\) cm²/s and \(\sigma_S=10^7\) S/m, \(\xi_S=15\) nm and \(r\simeq10^{-4}\). The gap shifts by 0.04%, if \(\Delta\) itself is not suppressed near the interface.

An assumed inelastic time of 1 ns gives a broadening \(\hbar/2\tau_{\rm in}=0.33\) µeV. At zero energy it produces a midpoint density of only 0.013, but at \(E_g\) the density is about 0.28. The leading edge formula gives 0.34, an overestimate at this broadening. The centre of the gap can look clean while its edge is strongly rounded. Thermal energy is 2.6 µeV, or 13% of the gap, and would smear a thermally broadened measurement.

The film has discrete levels, with normal spacing \(\delta_0=0.060\) µeV when both spins are counted. Setting the integrated edge density equal to one level gives

\[
\frac{2\nu_1}{3\delta_0\sqrt{E_g}}\,w^{3/2}=1,\qquad \nu_1=1.84,
\]

and hence \(w=0.36\) µeV, about 2% of the gap. Below that scale the smooth average spectrum is not a reliable description of one sample. Weak-disorder theory is reasonable, with \(k_F\ell=26\).

InAs suits this model because electrons tend to accumulate at its surface, which favours contacts without a Schottky barrier. The chosen mobility is low for this high-mobility semiconductor, and it keeps the film diffusive. In a cleaner film of the same length, \(\ell/L\) rises and the diffusive equation becomes less accurate. Real interfaces are also less than perfectly transmitting; in the estimate above, lowering \(T\) from 1 to 0.7 reduces the gap from 17.7 to 16.3 µeV, and a lower transmission reduces it further.

## Computed results

```
Minigap, fold solver: 3.121619 E_Th
Minigap, quadrature: 3.121619 E_Th
Midpoint psi at minigap: 1.42079
Grid intervals 8: minigap 3.12151209 E_Th
Grid intervals 12: minigap 3.12161883 E_Th
Grid intervals 16: minigap 3.12161914 E_Th
Grid intervals 24: minigap 3.12161914 E_Th
eps=1.0: midpoint psi lower 0.25603, upper 4.08644
eps=2.0: midpoint psi lower 0.55791, upper 2.86746
eps=3.0: midpoint psi lower 1.11069, upper 1.78274
Edge integrals J1, J3: 1.09548, 0.77554
Edge DOS amplitude: midpoint 3.6826, average 1.8413
eps=2.0: DOS midpoint 0.0000, average 0.0000
eps=3.0: DOS midpoint 0.0000, average 0.0000
eps=3.2: DOS midpoint 0.5640, average 0.2843
eps=4.0: DOS midpoint 1.3934, average 0.7579
eps=6.0: DOS midpoint 1.4788, average 0.9259
eps=10.0: DOS midpoint 1.2381, average 0.9165
eps=20.0: DOS midpoint 1.0138, average 0.8785
First finite-gap coefficient: 2.5308
Delta/E_Th=1000: minigap 3.11374 E_Th
Delta/E_Th=100: minigap 3.04513 E_Th
Delta/E_Th=30: minigap 2.88370 E_Th
Delta/E_Th=10: minigap 2.51534 E_Th
InAs density 3.0e+18 cm^-3; mobility 2000 cm2/Vs
InAs edge mass 0.023 m_e; band gap 0.42 eV
Length, width, thickness: 1500, 2000, 200 nm
Nb gap 1.40 meV; temperature 0.030 K
Fermi energy 0.2173 eV; Fermi mass 0.0468 m_e
Fermi velocity 1.104e+06 m/s; scattering time 53.22 fs
Mean free path 58.74 nm; ratio to L 0.0392
Diffusion constant: 216.08 cm2/s
E_Th: 6.3213 ueV; Delta/E_Th: 221.47
Long-limit minigap: 19.733 ueV
Finite-Delta minigap: 3.08647 E_Th = 19.510 ueV
Finite-Delta minigap / k_B: 0.2264 K
Contact transmission 1.0: r=0.0261, minigap 17.673 ueV (-9.4%)
Contact transmission 0.7: r=0.0485, minigap 16.344 ueV (-16.2%)
Nb conductivity 1.0e+07 S/m; diffusion 10.0 cm2/s
Inverse proximity: xi_S 15.33 nm, r=9.83e-05, shift -0.039%
Inelastic time 1.0 ns: broadening 0.329 ueV, zero-energy midpoint DOS 0.0132
Thermal energy 2.585 ueV; ratio to minigap 0.1325
Degeneracy E_F/k_BT: 8.407e+04
Disorder parameter k_F l: 26.21
Parabolic-band D / nonparabolic D: 2.035
Normal level spacing, both spins: 0.0600 ueV
One-level width at gap edge: 0.360 ueV
```
